# Complex transverse spin decay length and torques in a diffusive ferromagnet: test program

```python
"""
Result under test: transverse spins in a diffusive ferromagnet F decay with a
complex length lam, 1/lam^2 = 1/lam_sf^2 + i/lam_J^2, lam_J = sqrt(hbar D/Delta).
Fed by a spin Hall layer N, F receives the torque (hbar/2e) j_c xi per area, with
  xi = theta (1 - sech(d_N/lam_N)) G_F/(G_F + G_N) * i lam^2/lam_J^2,
  G_F = sigma_F/lam tanh(d_F/lam),  G_N = sigma_N/lam_N tanh(d_N/lam_N).
Re xi: damping-like, along n x (p x n).  Im xi: field-like, along n x p.
n: majority-spin direction (magnetization is -Ms n); p: injected spin direction;
Delta: exchange splitting; D: diffusion constant; lam_sf: spin-flip length in F;
theta: spin Hall ratio (magnitude); j_c: charge current density in N;
d, sigma: layer thickness and conductivity. SI units unless a name says nm.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.constants import hbar, e, mu_0

nm = 1e-9
# Rough typical values: copper-nickel weak ferromagnet on resistive tungsten
Delta = 0.020 * e
D = 5e-4
v_F = 1.0e6
lam_sf = 10 * nm
sigma_F = 1 / 50e-8
d_F = 6 * nm
Ms = 1.0e5
theta = 0.3
sigma_N = 1 / 200e-8
lam_N = 1.5 * nm
d_N = 4 * nm
j_c = 1e10
T_base = 10.0
# Rough sizes used only to estimate neglected effects
r_interface = 1e-15      # ohm m^2
dephasing_ratio = 0.2    # extra dephasing rate / precession rate
phonon_coeff = 500.0     # W m^-2 K^-4, heat flow into the substrate

omega = Delta / hbar
lam_J = np.sqrt(D / omega)
mfp = 3 * D / v_F
tau = mfp / v_F


def efficiency(dF, lsf=lam_sf, sN=sigma_N, deph=0.0, r=0.0):
    """Closed formula; deph and r add dephasing and interface resistance."""
    to_magnet = (1j + deph) / lam_J**2
    q = 1 / lsf**2 + to_magnet
    k = np.sqrt(q)
    GF = sigma_F * k * np.tanh(k * dF)
    GN = sN / lam_N * np.tanh(d_N / lam_N)
    absorbed = theta * (1 - 1 / np.cosh(d_N / lam_N)) / (1 + GN * (1 / GF + r))
    return absorbed * to_magnet / q


def torque_vector(n, p, dF, lsf=lam_sf, sN=sigma_N, deph=0.0, r=0.0,
                  cN=400, cF=800):
    """Finite-volume solution for the three real spin components in N and F.
    Returns the exchange torque on the magnet in units of (hbar/2e) j_c."""
    in_F = np.r_[np.zeros(cN), np.ones(cF)]
    h = np.where(in_F > 0, dF / cF, d_N / cN)
    sig = np.where(in_F > 0, sigma_F, sN)
    half_res = h / (2 * sig)
    source = theta * (1 - in_F)
    R = half_res[:-1] + half_res[1:]
    R[cN - 1] += r
    emf = source[:-1] * half_res[:-1] + source[1:] * half_res[1:]
    N = cN + cF
    B = sp.diags([np.ones(N - 1), -np.ones(N - 1)], [0, 1], shape=(N - 1, N))
    cross = np.array([[0, -n[2], n[1]], [n[2], 0, -n[0]], [-n[1], n[0], 0]])
    X = cross - deph * cross @ cross
    flip = np.where(in_F > 0, 1 / lsf**2, 1 / lam_N**2)
    A = (sp.kron(B.T @ sp.diags(1 / R) @ B + sp.diags(h * sig * flip), np.eye(3))
         + sp.kron(sp.diags(h * sig * in_F / lam_J**2), X))
    rhs = -np.kron(B.T @ (emf / R), p)
    V = spsolve(A.tocsc(), rhs).reshape(N, 3)
    return X @ ((h * sig * in_F / lam_J**2) @ V)


def numeric_efficiency(*args, **kw):
    """Numerical torque for n along z and p along x, as a complex number."""
    t = torque_vector(np.array([0., 0., 1.]), np.array([1., 0., 0.]), *args, **kw)
    return t[0] + 1j * t[1]


def kinetic_efficiency(scale):
    """Velocity-resolved bilayer, matched Fermi surfaces, lengths in nm.
    scale multiplies both mean free paths at fixed diffusive lengths."""
    u, w = np.polynomial.legendre.leggauss(8)
    w = w / 2
    step = 0.01
    cN, cF = round(d_N / nm / step), round(d_F / nm / step)
    C = cN + cF
    lF = scale * mfp / nm
    lN = lF * sigma_N / sigma_F
    b = (nm / lam_J)**2
    lossN = lN / 3 * (nm / lam_N)**2
    lossF = lF / 3 * ((nm / lam_sf)**2 + 1j * b)
    left, right = sp.eye(C, C + 1), sp.eye(C, C + 1, k=1)
    body = 0
    for mask, ell, loss in ((np.arange(C) < cN, lN, lossN),
                            (np.arange(C) >= cN, lF, lossF)):
        coll = np.eye(8) * (1 / ell + loss) - np.outer(np.ones(8), w) / ell
        sel = sp.diags(mask.astype(float))
        body = (body + sp.kron(sel @ left, -np.diag(u) / step + coll / 2)
                + sp.kron(sel @ right, np.diag(u) / step + coll / 2))
    mirror = np.hstack([np.eye(4), -np.fliplr(np.eye(4))])
    first = sp.csr_matrix(([1.0], ([0], [0])), shape=(1, C + 1))
    last = sp.csr_matrix(([1.0], ([0], [C])), shape=(1, C + 1))
    A = sp.vstack([sp.kron(first, mirror), body, sp.kron(last, mirror)])
    drive = 3 * theta * (1 / lN + lossN) * u
    rhs = np.r_[np.zeros(4), np.kron(np.arange(C) < cN, drive), np.zeros(4)]
    f = spsolve(A.tocsc(), rhs.astype(complex)).reshape(C + 1, 8)
    dens = (f @ w)[cN:]
    return 1j * b * lF / 3 * step * (dens.sum() - (dens[0] + dens[-1]) / 2)


# --- Precession sign and rate from the Schroedinger equation
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
t_test = 0.8 / omega
psi = expm(1j * Delta * t_test / (2 * hbar) * sz) @ np.array([1, 1]) / np.sqrt(2)
S_t = np.vdot(psi, sx @ psi) + 1j * np.vdot(psi, sy @ psi)
assert abs(S_t - np.exp(-1j * omega * t_test)) < 1e-12

# --- Decay constant: explicit real and imaginary parts against kinetic modes
a, b = 1 / lam_sf**2, 1 / lam_J**2
k_re = np.sqrt((np.hypot(a, b) + a) / 2)
k_im = np.sqrt((np.hypot(a, b) - a) / 2)
k = k_re + 1j * k_im


def kinetic_decay(rate_tau):
    """Slowest decay constant times mean free path for loss rate*tau."""
    u, w = np.polynomial.legendre.leggauss(32)
    M = (np.eye(32) * (1 + rate_tau) - np.outer(np.ones(32), w / 2)) / u[:, None]
    ev = np.linalg.eigvals(M)
    root = ev[np.argmin(abs(ev))]
    return root if root.real > 0 else -root


rate_tau = (D / lam_sf**2 + 1j * omega) * tau
k_shift = kinetic_decay(rate_tau) / (k * mfp) - 1
assert abs(k_shift - rate_tau / 10) < 0.2 * abs(rate_tau) / 10
weak = kinetic_decay(rate_tau * 1e-2) / (k * mfp * 0.1) - 1
assert abs(weak) < 1e-4

# --- Efficiency for a tilted n, with and without the extra effects
n = np.array([0.48, 0.60, 0.64])
p = np.array([0., 1., 0.])
n = n / np.linalg.norm(n)
for kw in ({}, {"deph": dephasing_ratio}, {"r": r_interface}):
    xi_test = efficiency(d_F, **kw)
    predicted = (xi_test.real * np.cross(n, np.cross(p, n))
                 + xi_test.imag * np.cross(n, p))
    solved = torque_vector(n, p, d_F, **kw)
    assert np.linalg.norm(solved - predicted) < 1e-3 * np.linalg.norm(predicted)

# --- Limits, all from the finite-volume solution
G_N = sigma_N / lam_N * np.tanh(d_N / lam_N)
source_factor = theta * (1 - 1 / np.cosh(d_N / lam_N))
no_flip = 1e-3
clamped = numeric_efficiency(d_F, sN=1.0)
assert abs(clamped.imag / clamped.real - (lam_J / lam_sf)**2) < 1e-3
clamped0 = numeric_efficiency(d_F, lsf=no_flip, sN=1.0)
assert abs(clamped0.imag / clamped0.real) < 1e-3
d_thin = 0.01 * nm
thin = numeric_efficiency(d_thin)
thin_law = source_factor * sigma_F * d_thin / (lam_J**2 * G_N)
assert abs(thin.imag / thin_law - 1) < 0.01 and abs(thin.real / thin.imag) < 0.01
g = G_N * lam_J / sigma_F
thick = numeric_efficiency(60 * nm, lsf=no_flip)
thick_ratio = thick.imag / thick.real
assert abs(thick_ratio - g / (np.sqrt(2) + g)) < 1e-3

# --- Diffusive limit of the complete bilayer from the kinetic equation
xi = efficiency(d_F)
xi_kin = kinetic_efficiency(1.0)
dev_full = abs(xi_kin / xi - 1)
dev_short = abs(kinetic_efficiency(0.25) / xi - 1)
assert dev_short < 0.01 and dev_short < 0.5 * dev_full

# --- Equivalent fields reproduce the numerical torque through M x B
torque_unit = hbar * j_c / (2 * e)
B_D = torque_unit * xi.real / (Ms * d_F)
B_F = torque_unit * xi.imag / (Ms * d_F)
B_vec = -B_F * p + B_D * np.cross(n, p)
area_torque = d_F * np.cross(-Ms * n, B_vec)
solved = torque_unit * torque_vector(n, p, d_F)
assert np.linalg.norm(area_torque - solved) < 1e-3 * np.linalg.norm(solved)

# --- Worked example and neglected effects
G_F = sigma_F * k * np.tanh(k * d_F)
share = G_F / (G_F + G_N)
transfer = 1j / (lam_J * k)**2
d_equal = brentq(lambda d: efficiency(d).real - efficiency(d).imag,
                 0.1 * nm, 40 * nm)
xi_r = efficiency(d_F, r=r_interface)
xi_deph = efficiency(d_F, deph=dephasing_ratio)
B_oersted = mu_0 * j_c * d_N / 2
E_field = j_c / sigma_N
heat = E_field**2 * (sigma_N * d_N + sigma_F * d_F)
T_hot = (T_base**4 + heat / phonon_coeff)**0.25


def show(label, z, unit=""):
    print(f"{label}: {z.real:.4g} {z.imag:+.4g}i {unit}".rstrip())


print(f"Delta = {Delta/e*1e3:.0f} meV, D = {D*1e4:.1f} cm2/s, v = {v_F:.1e} m/s")
print(f"F: d = {d_F/nm:.0f} nm, lam_sf = {lam_sf/nm:.0f} nm, "
      f"rho = {1e8/sigma_F:.0f} uohm cm, Ms = {Ms/1e3:.0f} kA/m")
print(f"N: d = {d_N/nm:.0f} nm, lam_N = {lam_N/nm:.1f} nm, "
      f"rho = {1e8/sigma_N:.0f} uohm cm, theta = {theta:.2f}")
print(f"Current density in N: {j_c/1e10:.1f} MA/cm2; base T: {T_base:.0f} K")
print(f"Precession time hbar/Delta: {1e15/omega:.2f} fs")
print(f"Spin-flip time in F: {lam_sf**2/D*1e15:.0f} fs")
print(f"Scattering time: {tau*1e15:.2f} fs; mean free path: {mfp/nm:.2f} nm")
print(f"Delta tau/hbar: {omega*tau:.4f}")
print(f"Exchange length lam_J: {lam_J/nm:.3f} nm")
show("1/lam", k * nm, "1/nm")
show("lam", 1 / k / nm, "nm")
print(f"Amplitude decay length 1/k': {1/k_re/nm:.3f} nm")
print(f"Length of one full turn 2pi/k'': {2*np.pi/k_im/nm:.2f} nm")
print(f"Decay length without spin flip: {np.sqrt(2)*lam_J/nm:.3f} nm")
print(f"theta(1-sech(d_N/lam_N)): {source_factor:.4f}")
print(f"G_N: {G_N:.4g} S/m2")
show("G_F", G_F, "S/m2")
show("G_F/(G_F+G_N)", share)
show("Transfer factor i lam^2/lam_J^2", transfer)
show("Lattice fraction lam^2/lam_sf^2", 1 / (lam_sf * k)**2)
show("Efficiency xi (damping-like, field-like)", xi)
print(f"Field-like/damping-like ratio: {xi.imag/xi.real:.4f}")
print(f"Torques per area D, F: {torque_unit*xi.real*1e6:.4f}, "
      f"{torque_unit*xi.imag*1e6:.4f} uJ/m2")
print(f"Equivalent fields D, F: {B_D*1e3:.4f}, {B_F*1e3:.4f} mT")
for d in (0.5, 1, 2, 4, 6, 10, 20, 40):
    z = efficiency(d * nm)
    print(f"d_F = {d:4.1f} nm: xi_D = {z.real:.4f}, xi_F = {z.imag:.4f}")
print(f"Thickness with equal torques: {d_equal/nm:.3f} nm")
print(f"Clamped current, F/D ratio (numerical): {clamped.imag/clamped.real:.4f}")
print(f"(lam_J/lam_sf)^2: {(lam_J/lam_sf)**2:.4f}")
print(f"Thick F, no flip: g = {g:.4f}, numerical F/D ratio = {thick_ratio:.4f}")
show("Kinetic relative shift of 1/lam", k_shift)
show("xi from kinetic bilayer", xi_kin)
print(f"Kinetic deviation of xi: {100*dev_full:.2f} %; "
      f"at quarter mean free path: {100*dev_short:.3f} %")
show(f"xi with interface {r_interface*1e15:.1f} fohm m2", xi_r)
show(f"xi with dephasing/precession rate {dephasing_ratio:.1f}", xi_deph)
print(f"Oersted field from N: {B_oersted*1e3:.4f} mT, "
      f"{100*B_oersted/B_F:.1f} % of the field-like field")
print(f"Current density in F: {E_field*sigma_F/1e10:.1f} MA/cm2")
print(f"Joule heat per area: {heat/1e6:.2f} MW/m2")
print(f"Phonon heat coefficient: {phonon_coeff:.0f} W/(m2 K4)")
print(f"Estimated film temperature: {T_hot:.1f} K")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Delta = 20 meV, D = 5.0 cm2/s, v = 1.0e+06 m/s
F: d = 6 nm, lam_sf = 10 nm, rho = 50 uohm cm, Ms = 100 kA/m
N: d = 4 nm, lam_N = 1.5 nm, rho = 200 uohm cm, theta = 0.30
Current density in N: 1.0 MA/cm2; base T: 10 K
Precession time hbar/Delta: 32.91 fs
Spin-flip time in F: 200 fs
Scattering time: 1.50 fs; mean free path: 1.50 nm
Delta tau/hbar: 0.0456
Exchange length lam_J: 4.057 nm
1/lam: 0.1892 +0.1606i 1/nm
lam: 3.072 -2.608i nm
Amplitude decay length 1/k': 5.286 nm
Length of one full turn 2pi/k'': 39.12 nm
Decay length without spin flip: 5.737 nm
theta(1-sech(d_N/lam_N)): 0.2585
G_N: 3.301e+14 S/m2
G_F: 3.326e+14 +4.166e+14i S/m2
G_F/(G_F+G_N): 0.643 +0.2244i
Transfer factor i lam^2/lam_J^2: 0.9736 +0.1602i
Lattice fraction lam^2/lam_sf^2: 0.02636 -0.1602i
Efficiency xi (damping-like, field-like): 0.1525 +0.08312i
Field-like/damping-like ratio: 0.5449
Torques per area D, F: 0.5020, 0.2736 uJ/m2
Equivalent fields D, F: 0.8367, 0.4559 mT
d_F =  0.5 nm: xi_D = 0.0082, xi_F = 0.0446
d_F =  1.0 nm: xi_D = 0.0288, xi_F = 0.0789
d_F =  2.0 nm: xi_D = 0.0794, xi_F = 0.1105
d_F =  4.0 nm: xi_D = 0.1382, xi_F = 0.1016
d_F =  6.0 nm: xi_D = 0.1525, xi_F = 0.0831
d_F = 10.0 nm: xi_D = 0.1503, xi_F = 0.0693
d_F = 20.0 nm: xi_D = 0.1471, xi_F = 0.0695
d_F = 40.0 nm: xi_D = 0.1472, xi_F = 0.0695
Thickness with equal torques: 2.832 nm
Clamped current, F/D ratio (numerical): 0.1646
(lam_J/lam_sf)^2: 0.1646
Thick F, no flip: g = 0.6696, numerical F/D ratio = 0.3213
Kinetic relative shift of 1/lam: 0.000737 +0.004562i
xi from kinetic bilayer: 0.1533 +0.08052i
Kinetic deviation of xi: 1.57 %; at quarter mean free path: 0.109 %
xi with interface 1.0 fohm m2: 0.1295 +0.06065i
xi with dephasing/precession rate 0.2: 0.1473 +0.07047i
Oersted field from N: 0.0251 mT, 5.5 % of the field-like field
Current density in F: 4.0 MA/cm2
Joule heat per area: 5.60 MW/m2
Phonon heat coefficient: 500 W/(m2 K4)
Estimated film temperature: 12.1 K
ALL CHECKS PASSED
```
